\section*{Image energy of an ion above a freestanding polarisable sheet}

\section{A sheet that responds to the bare field}

A molecule that has gained or lost an electron is held at height $h$ above an undoped semiconducting monolayer in vacuum. Treat it as a fixed point charge $Q$, with $|Q|=e$, at $z=h$ on the axis $\rho=0$. The monolayer is the infinite plane $z=0$. It has no mobile carriers, and a static in-plane field $\mathbf E_\parallel$ gives it a dipole moment per unit area
\begin{equation}
\mathbf P=\varepsilon_0\chi\,\mathbf E_\parallel ,\qquad \chi=2r_0 .
\label{eq:response}
\end{equation}
The susceptibility $\chi$ is a length, and $r_0$ is the Keldysh length. The image energy $W(h)$ is the energy of the ion and the polarised sheet, measured from infinite separation. The carrier that the molecule exchanged with the sheet is taken to have been removed, so its attraction to the ion is not part of $W$.

Suppose first that the dipoles do not feel one another. Each patch then sees the bare field of the ion,
\begin{equation}
E_\parallel(\rho)=\frac{Q}{4\pi\varepsilon_0}\frac{\rho}{(\rho^2+h^2)^{3/2}} .
\label{eq:bare}
\end{equation}
Creating $P$ costs $P^2/(2\varepsilon_0\chi)$ per unit area, and its energy in the field is $-PE_\parallel$. With $P=\varepsilon_0\chi E_\parallel$ the sum is $-\tfrac12\varepsilon_0\chi E_\parallel^2$. The integral over the plane follows from $u=\rho^2$ and $u=(u+h^2)-h^2$:
\begin{align}
\int_0^\infty\!\frac{2\pi\rho^3\,d\rho}{(\rho^2+h^2)^3}
&=\pi\int_0^\infty\!\left[\frac{1}{(u+h^2)^2}-\frac{h^2}{(u+h^2)^3}\right]du\nonumber\\
&=\pi\left[\frac1{h^2}-\frac{1}{2h^2}\right]=\frac{\pi}{2h^2}.
\label{eq:area}
\end{align}
Therefore
\begin{equation}
W_\infty(h)=-\frac{\varepsilon_0\chi}{2}\,\frac{Q^2}{16\pi^2\varepsilon_0^2}\,\frac{\pi}{2h^2}
=-\frac{Q^2r_0}{32\pi\varepsilon_0h^2}.
\label{eq:far}
\end{equation}
The squared field falls as $h^{-4}$, while the area it covers grows as $h^2$; the product gives $h^{-2}$. What remains is to include the field of the dipoles themselves and to find when it may be neglected.

\section{The self-consistent potential}

Define $f_{\mathbf q}=\int d^2\rho\,e^{-i\mathbf q\cdot\boldsymbol\rho}f(\boldsymbol\rho)$ and $q=|\mathbf q|$. A plane at $z=z_0$ with surface charge $\sigma_{\mathbf q}$ obeys
\begin{equation}
\left(\partial_z^2-q^2\right)\phi_{\mathbf q}(z)=-\frac{\sigma_{\mathbf q}}{\varepsilon_0}\,\delta(z-z_0).
\end{equation}
The bounded solution is $Ae^{-q|z-z_0|}$. Its slope jumps by $-2qA$, which must equal $-\sigma_{\mathbf q}/\varepsilon_0$, so
\begin{equation}
\phi_{\mathbf q}(z)=\frac{\sigma_{\mathbf q}}{2\varepsilon_0q}\,e^{-q|z-z_0|}.
\label{eq:plane}
\end{equation}
The ion is such a plane at $z_0=h$ with $\sigma=Q\delta^2(\boldsymbol\rho)$, whose transform is $Q$.

The bound charge of the sheet is $\sigma=-\nabla\!\cdot\mathbf P$. With $\mathbf E_\parallel=-\nabla\phi$ and Eq.~\eqref{eq:response} this is $\sigma=\varepsilon_0\chi\nabla^2\phi$, or
\begin{equation}
\sigma_{\mathbf q}=-2\varepsilon_0r_0q^2\,\phi_{\mathbf q}(0).
\label{eq:bound}
\end{equation}
The potential at $z=0$ is the sum of the ion's part and the sheet's part, both from Eq.~\eqref{eq:plane}:
\begin{equation}
\phi_{\mathbf q}(0)=\frac{Qe^{-qh}}{2\varepsilon_0q}-r_0q\,\phi_{\mathbf q}(0)
\;\Rightarrow\;
\phi_{\mathbf q}(0)=\frac{Qe^{-qh}}{2\varepsilon_0q\,(1+r_0q)} .
\label{eq:screened}
\end{equation}
Inserting this in Eq.~\eqref{eq:bound} gives
\begin{equation}
\sigma_{\mathbf q}=-Q\,R(q)\,e^{-qh},\qquad R(q)=\frac{r_0q}{1+r_0q}.
\label{eq:sigma}
\end{equation}
The function $R$ is the fraction of a Fourier component that the sheet reflects with reversed sign. Short waves, $r_0q\gg1$, are reflected as by a metal, for which $R=1$. Long waves pass through. Since $R(0)=0$, the total induced charge is zero: bound charge can be displaced but not supplied.

\section{Energy and the factor one half}

Let $\phi_{\rm ion}$ and $\phi_{\rm ind}$ be the potentials of the ion and of the bound charge. For any trial polarisation, the energy is
\begin{equation}
U[\mathbf P]=\int\! d^2\rho\left[\frac{P^2}{2\varepsilon_0\chi}+\frac12\sigma\phi_{\rm ind}+\sigma\phi_{\rm ion}\right],\quad \sigma=-\nabla\!\cdot\mathbf P .
\label{eq:functional}
\end{equation}
Varying $\mathbf P$ and integrating by parts gives $\mathbf P/(\varepsilon_0\chi)+\nabla(\phi_{\rm ind}+\phi_{\rm ion})=0$, which is Eq.~\eqref{eq:response} with the total field. The first two terms of $U$ are quadratic in $\mathbf P$ and positive, so this is a minimum. Multiply the stationarity condition by $\mathbf P$ and integrate, using $\int\mathbf P\cdot\nabla\phi=\int\sigma\phi$:
\begin{equation}
\int\! d^2\rho\left[\frac{P^2}{\varepsilon_0\chi}+\sigma\phi_{\rm ind}\right]=-\int\! d^2\rho\,\sigma\phi_{\rm ion}.
\end{equation}
The quadratic terms in $U$ are half the left side, so they cancel half of the last term in Eq.~\eqref{eq:functional}. The remaining integral is the mutual Coulomb energy of sheet and ion, which also equals $Q\phi_{\rm ind}$ at the ion. Hence
\begin{equation}
W=\tfrac12\int\! d^2\rho\,\sigma\phi_{\rm ion}=\tfrac12\,Q\,\phi_{\rm ind}(0,h).
\label{eq:half}
\end{equation}

Equations~\eqref{eq:plane} and \eqref{eq:sigma}, with $d^2q/(2\pi)^2\to q\,dq/(2\pi)$ after the angular integration, give
\begin{align}
\phi_{\rm ind}(0,h)&=\int_0^\infty\!\frac{q\,dq}{2\pi}\,\frac{-QR(q)e^{-2qh}}{2\varepsilon_0q},\nonumber\\
W(h)&=-\frac{Q^2}{8\pi\varepsilon_0}\int_0^\infty\! R(q)\,e^{-2qh}\,dq .
\label{eq:master}
\end{align}
One factor $e^{-qh}$ carries the field down to the sheet and the other carries the response back. The sign of $Q$ drops out: positive and negative ions are attracted equally.

The force gives the same factor. Near the ion each induced component varies as $e^{-qz}$, so its field is $q$ times its potential, and
\begin{equation}
F_z=-\frac{Q^2}{4\pi\varepsilon_0}\int_0^\infty\! qR(q)e^{-2qh}\,dq=-\frac{dW}{dh}.
\end{equation}

To evaluate Eq.~\eqref{eq:master}, write $R=1-1/(1+r_0q)$. The first term integrates to $1/(2h)$. In the second put $s=1+r_0q$ and $x=2h/r_0$:
\begin{equation}
\int_0^\infty\!\frac{e^{-2qh}}{1+r_0q}\,dq=\frac{e^x}{r_0}\int_1^\infty\!\frac{e^{-xs}}{s}\,ds=\frac{e^xE_1(x)}{r_0},
\label{eq:eone}
\end{equation}
where the last step defines the exponential integral $E_1$. Since $1/r_0=x/(2h)$,
\begin{equation}
W(h)=-\frac{Q^2}{16\pi\varepsilon_0h}\left[1-x\,e^xE_1(x)\right],\qquad x=\frac{2h}{r_0}.
\label{eq:closed}
\end{equation}

\section{The two limits}

For $t=r_0q\ge0$, $t/(1+t)=t-t^2/(1+t)$, so
\begin{equation}
r_0q-r_0^2q^2\le R(q)\le r_0q .
\end{equation}
Multiply by $e^{-2qh}$ and integrate, with $\int_0^\infty qe^{-2qh}dq=1/(4h^2)$ and $\int_0^\infty q^2e^{-2qh}dq=1/(4h^3)$. The upper bound reproduces Eq.~\eqref{eq:far}, and together they give
\begin{equation}
1-\frac{r_0}{h}\le\frac{W(h)}{W_\infty(h)}\le1 .
\label{eq:bounds}
\end{equation}
This proves the inverse-square law for $h\gg r_0$ and bounds its error. The law overestimates $|W|$, because the dipoles' own field opposes the ion's. That field is weak at large height, where the important waves have $q\sim1/(2h)$ and $r_0q\ll1$.

In the other limit, put $s=1+v/x$ in the integral of Eq.~\eqref{eq:eone}:
\begin{equation}
x\,e^xE_1(x)=\int_0^\infty\!\frac{e^{-v}}{1+v/x}\,dv .
\end{equation}
The integrand is at most $e^{-v}$ and vanishes for every $v>0$ as $x\to0$, so the integral vanishes too. For $h\ll r_0$ the energy becomes that of a metal,
\begin{equation}
W_{\rm m}(h)=-\frac{Q^2}{16\pi\varepsilon_0h}.
\label{eq:metal}
\end{equation}
A continuum plane can show this regime only if $r_0$ is much larger than the atomic spacing.

\section{What changes the law}

\subsection{Out-of-plane response and thickness}

A real monolayer also polarises along $z$. If $P_z=\varepsilon_0\chi_\perp E_z$, with $E_z$ the external field, the bare-field energy contains
\begin{equation}
h^2\int_0^\infty\!\frac{2\pi\rho\,d\rho}{(\rho^2+h^2)^3}=\frac{\pi}{2h^2},
\end{equation}
the same value as Eq.~\eqref{eq:area}. The power is unchanged, and the far coefficient is multiplied by $1+\chi_\perp/\chi$.

A slab of thickness $d$ with permittivities $\varepsilon_\parallel,\varepsilon_\perp$ makes this concrete. Its in-plane susceptibility is $\chi=d(\varepsilon_\parallel-1)$. The normal field inside is $E_z/\varepsilon_\perp$, so $\chi_\perp=d(1-1/\varepsilon_\perp)$. For general $q$, the potential inside varies as $e^{\pm\kappa z}$ with $\kappa=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. Let $g=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$, so that $\varepsilon_\perp\kappa=gq$. Measure $z$ from the top face and take $e^{qz}-Re^{-qz}$ above, $Ae^{\kappa z}+Be^{-\kappa z}$ inside and $Te^{qz}$ below. Continuity of potential and normal displacement at the bottom requires
\begin{equation}
Ae^{-\kappa d}+Be^{\kappa d}=g\left(Ae^{-\kappa d}-Be^{\kappa d}\right),
\end{equation}
so $B=\beta e^{-2\kappa d}A$ with $\beta=(g-1)/(g+1)$. At the top, $1-R=A+B$ and $1+R=g(A-B)$. Eliminating $A$ and $B$ gives
\begin{equation}
R_{\rm slab}=\frac{\beta\,(1-e^{-2\kappa d})}{1-\beta^2e^{-2\kappa d}} .
\label{eq:slab}
\end{equation}
Equation~\eqref{eq:master} then applies with $h$ in the exponent replaced by $h-d/2$, the distance from the top face when $h$ is measured from the mid-plane. For small $q$, $\beta/(1-\beta^2)=(g^2-1)/(4g)$ turns Eq.~\eqref{eq:slab} into $q(\chi+\chi_\perp)/2$, in agreement with the bare-field argument.

\subsection{Mobile carriers}

At density $n$, nondegenerate carriers respond to a weak potential with mean charge $-e^2n\phi/(k_BT)$ per unit area. Write this as $-2\varepsilon_0q_s\phi$, with $q_s=e^2n/(2\varepsilon_0k_BT)$. Adding it to Eq.~\eqref{eq:bound} replaces $r_0q$ in Eq.~\eqref{eq:screened} by $r_0q+q_s/q$, hence
\begin{equation}
R=\frac{r_0q^2+q_s}{q+r_0q^2+q_s}.
\label{eq:carriers}
\end{equation}
Now $R(0)=1$. With thermal carriers $W$ is a free energy at fixed temperature, because rearranging the carriers also changes their entropy. Since $1-R\le q/q_s$, it differs from $W_{\rm m}$ by at most a fraction $2h\int_0^\infty(q/q_s)e^{-2qh}dq=1/(2q_sh)$. However small $q_s$ is, in this linear model of an infinite sheet the $1/h$ law returns at sufficient height. The inverse-square law needs a carrier-free sheet as well as a distant ion.

\subsection{A substrate}

Let a half-space of permittivity $\varepsilon_s$ fill $z<0$. The potential is $e^{qz}-Re^{-qz}$ above and $(1-R)e^{qz}$ below. The jump of displacement at the sheet gives $(1+R)-\varepsilon_s(1-R)=2r_0q(1-R)$, so
\begin{equation}
R=\frac{\varepsilon_s-1+2r_0q}{\varepsilon_s+1+2r_0q}\ \ge\ \frac{\varepsilon_s-1}{\varepsilon_s+1}.
\label{eq:substrate}
\end{equation}
The long waves now reflect from the substrate, and the far energy again falls as $1/h$. This is why the sheet must be freestanding.

\section{Numbers for a monolayer semiconductor}

Take $r_0=4$~nm, $d=0.6$~nm, $\varepsilon_\perp=6$, a gap of 2000~meV and $T=300$~K. These are rough values in the regime of monolayer MoS$_2$. The dopant is a generic singly charged flat molecule, with 0.65~nm taken as its contact height above the mid-plane. A flat molecule lying directly on the sulphur atoms of MoS$_2$ would be nearer, at about 0.5~nm, where Eq.~\eqref{eq:closed} gives about $-480$~meV; the contact values below are therefore illustrative. With $e^2/(4\pi\varepsilon_0)=1440$~meV\,nm, Eqs.~\eqref{eq:far} and \eqref{eq:metal} at $h=40$~nm give
\begin{align}
W_\infty&=-\frac{1440\times4}{8\times40^2}=-0.450\ \text{meV},\\
W_{\rm m}&=-\frac{1440}{4\times40}=-9.00\ \text{meV}.
\end{align}
Equation~\eqref{eq:closed}, with $x=20$, gives $-0.411$~meV. The energies in meV at four heights are:
\begin{center}
\begin{tabular}{rrrrr}
$h$ (nm) & $W$ & $W_\infty$ & $W_{\rm m}$ & slab\\
0.65 & $-343$ & $-1704$ & $-554$ & $-690$\\
4 & $-25.0$ & $-45.0$ & $-90.0$ & $-28.8$\\
40 & $-0.411$ & $-0.450$ & $-9.00$ & $-0.439$\\
400 & $-0.00446$ & $-0.00450$ & $-0.900$ & $-0.00474$
\end{tabular}
\end{center}

As an independent test, Eq.~\eqref{eq:functional} was minimised in real space for concentric charged rings, without a Fourier transform. It gave $-342.76$, $-24.959$, $-0.41064$ and $-0.0044554$~meV at the four heights, against $-342.8$, $-24.96$, $-0.41065$ and $-0.0044556$~meV from Eq.~\eqref{eq:closed}.

The local exponent $d\ln|W|/d\ln h$ is $-1.29$, $-1.61$, $-1.92$ and $-1.99$ in turn. At 40~nm, $W/W_\infty=0.913$, inside the interval from 0.9 to 1 set by Eq.~\eqref{eq:bounds}. At contact the inverse-square law is five times too large in magnitude. The energy equals $k_BT=25.9$~meV at 3.9~nm, so for these parameters it is far below thermal energy where the law is accurate to ten per cent.

\paragraph{Thickness.} Here $\varepsilon_\parallel=1+8/0.6=14.3$ and $\chi_\perp=0.50$~nm, so the far coefficient rises by $0.50/8=6\%$. The slab column shows this rise at 400~nm. At contact, the slab doubles $|W|$: its face is 0.35~nm from the ion, whereas the thin sheet is 0.65~nm away. A continuum slab is itself doubtful at such a distance, so the two contact energies show how strongly the result depends on the model and need not bracket the true value.

\paragraph{The molecule.} Spreading the charge over a flat ring of radius $a$ multiplies both the source and the sampled potential by $J_0(qa)$, and hence $R$ by $J_0^2(qa)$. For $a=0.30$~nm the contact energy in the thin-sheet model changes from $-343$ to $-320$~meV. A polarisability volume $v=0.010$~nm$^3$ adds $-\tfrac12(4\pi\varepsilon_0v)(F_z/Q)^2=-1.6$~meV, estimated with the image field of the point ion.

\paragraph{Field in the sheet.} With the ion at contact, the screened in-plane field peaks at 1.4~MV/cm, 0.74~nm from the axis. The normal field is larger. On the axis the bare value is $1440/0.65^2$~mV/nm, or 34~MV/cm, which division by $\varepsilon_\perp=6$ reduces to 5.7~MV/cm inside the layer; in the slab model it reaches about 35~MV/cm just under the top face. Linear response at contact is therefore an assumption, not something these numbers establish. Inverting Eq.~\eqref{eq:screened} at $\rho=0$, with the integral of Eq.~\eqref{eq:eone} and $2h$ replaced by $h$, gives a potential energy of magnitude
\begin{equation}
e|\phi(0)|=\frac{e^2}{4\pi\varepsilon_0r_0}\,e^{h/r_0}E_1(h/r_0)=591\ \text{meV}.
\end{equation}
This is less than the 2000~meV gap, so in this model the ion cannot bring valence states at one place level with conduction states at another; interband tunnelling within the sheet has no final state. The slab model gives about 1100~meV at its top face, still below the gap but with a smaller margin. The thin-sheet value is about 23 times $k_BT$. A released carrier left in the sheet would be strongly attracted to the ion, and its energy would have to be added to $W$.

\paragraph{Finite sheet.} If the sheet ends at radius $L$, the bare-field energy outside is lost. Integrating Eq.~\eqref{eq:area} from $L$ gives a lost fraction $2c-c^2$ of $|W_\infty|$, with $c=h^2/(h^2+L^2)$. For $h=40$~nm and $L=400$~nm this is 2.0\% of $|W_\infty|$, or 2.2\% of $|W|$. The ring calculation, with the edge included, also gives 2.2\% of $|W|$.

\paragraph{Conditions for observing the law.} At contact, the thin-sheet $|W|$ is 62\% of the metallic value but only 20\% of the inverse-square value, so a molecule touching the layer does not test the law. Residual carriers also matter. A density of $10^{10}$~cm$^{-2}$ gives $q_s=0.035$~nm$^{-1}$ and, with $h=40$~nm held fixed, moves $W$ from $-0.41$ to $-7.1$~meV. It is about $10^{-3}$ of the thermal density of states for mass $0.5\,m_e$ and two valleys, so the carriers are nondegenerate. Equation~\eqref{eq:carriers} predicts a ten per cent change already at $2.5\times10^6$~cm$^{-2}$. A disc of radius 400~nm then holds 0.012 carriers on average, so this figure describes an ensemble mean on a very large sheet, not a typical small flake. Without carriers, the potential energy in the sheet is moreover $1.3\,k_BT$ at this height. Linear response assumes a value well below $k_BT$, so the low-density estimate is indicative only; at $10^{10}$~cm$^{-2}$ the carriers lower it to $0.44\,k_BT$. Even there $1/q_s=29$~nm is shorter than the carrier spacing $(\pi n)^{-1/2}=56$~nm, and only half a carrier lies within a radius $h$, so $-7.1$~meV is also a mean-field estimate. A substrate also raises $|W|$ greatly: for $\varepsilon_s=4$, Eq.~\eqref{eq:substrate} gives $|W|\ge0.6\times9.0=5.4$~meV at 40~nm. Suspending the flake does not remove this effect at once, because long waves pass through the sheet and reflect from the floor below. For the same $\varepsilon_s$ and a gap of 300~nm, the floor alone contributes about $-0.6\times1440/(4\times340)=-0.64$~meV, more than the sheet itself. Its share falls to a tenth of the sheet's energy only when the gap is about 5~$\mu$m. Observing the inverse-square law would therefore require a flake much wider than $h$, emptied of carriers and suspended micrometres from any other dielectric or metal, with the ion held tens of nanometres away. The remaining computed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Keldysh length r0: 4.0 nm
e^2/(4 pi eps0): 1439.96 meV nm
Temperature: 300 K; kT: 25.85 meV
Height h: 0.65 nm; x = 2h/r0: 0.325
  W closed form: -342.8 meV
  W ring solution: -342.76 meV
  W inverse-square law: -1704.1 meV
  W metal: -553.83 meV
  W/inverse-square: 0.2012
  local exponent d ln|W|/d ln h: -1.291
  W finite-thickness slab: -689.82 meV
Height h: 4.00 nm; x = 2h/r0: 2.000
  W closed form: -24.96 meV
  W ring solution: -24.959 meV
  W inverse-square law: -44.999 meV
  W metal: -89.998 meV
  W/inverse-square: 0.5547
  local exponent d ln|W|/d ln h: -1.606
  W finite-thickness slab: -28.794 meV
Height h: 40.00 nm; x = 2h/r0: 20.000
  W closed form: -0.41065 meV
  W ring solution: -0.41064 meV
  W inverse-square law: -0.44999 meV
  W metal: -8.9998 meV
  W/inverse-square: 0.9126
  local exponent d ln|W|/d ln h: -1.916
  W finite-thickness slab: -0.43932 meV
Height h: 400.00 nm; x = 2h/r0: 200.000
  W closed form: -0.0044556 meV
  W ring solution: -0.0044554 meV
  W inverse-square law: -0.0044999 meV
  W metal: -0.89998 meV
  W/inverse-square: 0.9901
  local exponent d ln|W|/d ln h: -1.990
  W finite-thickness slab: -0.004737 meV
Ring-solution exponent, 200 to 400 nm: -1.986
Height where |W| = kT: 3.91 nm
Slab thickness: 0.60 nm; eps_perp: 6.0
Slab in-plane permittivity: 14.33
Out-of-plane susceptibility: 0.500 nm
Far factor from out-of-plane response: 1.0625
Flat ring ion, radius 0.30 nm, at contact: -320.0 meV
Molecular polarisability volume: 0.010 nm^3
Molecular induction energy at contact: -1.61 meV
Peak in-plane field at contact: 1.37 MV/cm at radius 0.74 nm
Sheet potential energy at contact: 591 meV; gap: 2000 meV
Carrier density: 1.0e+10 cm^-2; q_s: 0.0350 nm^-1
W at 40 nm with carriers: -7.053 meV
Density raising |W| by 10% at 40 nm: 2.46e+06 cm^-2
Sheet potential energy/kT at 40 nm: 1.28
Mass: 0.5 m_e; valleys: 2; density/thermal state density: 9.26e-04
Flake radius: 400 nm; loss of |W| at 40 nm: 2.24 %
\end{verbatim}
